**Absorber trim over a buried EUV phase pit**

The program tests that an opaque trim can restore a printed width at one focus while leaving the focus-odd error of a phase pit. Here $a$ is the absorber transmission, $\varphi$ the pit phase, $z$ the defocus, and $U$ and $V$ the in-phase and quadrature image fields at focus. It asserts the symmetry $I[a,\varphi](x,z)=I[a,-\varphi](x,-z)$ on an irregular pattern for an on-axis and a disk source, and that a tilted source breaks the focus symmetry of a defect-free mask. It compares the slope formula $\partial I/\partial z=(VU''-UV'')/k$ and the resulting width slope with finite differences. It also asserts the linear response to a weak pit, the scaling with pit depth, and the absence of a swing for a pure amplitude defect. For the 1 nm pit, a trim of 0.643 nm per side removes the error at best focus, while the swing between ±40 nm goes from −0.90 to −1.04 nm. Linear programming over 2 nm pixels with transmission between 0 and 1 lowers the largest sampled error in $U$ or $V$ from 0.414 to 0.174, not to zero. The last rows size neglected effects; a round pit reverses the sign of the swing.

## Check in Python

```python
# Result under test: a real (opaque) absorber trim can restore the printed width
# of a space above a buried EUV phase pit at one focus, but not its focus slope.
# Mask field = a(x) exp(i phi(x)), a real. Exact symmetry for a symmetric source:
#   I[a, phi](x, z) = I[a, -phi](x, -z)
# With E = U + iV at focus (coherent, paraxial): dI/dz = (V U'' - U V'') / k.
# x: position, z: defocus, trim: absorber removed per side of the central space.
# All lengths are in nm at wafer scale unless a label says "mask scale".
import numpy as np
from scipy.optimize import brentq, linprog

WAVELENGTH, NA, REDUCTION = 13.5, 0.33, 4.0
PITCH, SPACE, PERIODS = 64.0, 32.0, 8
CELL = PITCH * PERIODS
K = 2 * np.pi / WAVELENGTH
CUTOFF = NA / WAVELENGTH
PIT_DEPTH, PIT_WIDTH_MASK = 1.0, 40.0
PIT_WIDTH = PIT_WIDTH_MASK / REDUCTION
PHASE = 4 * np.pi * PIT_DEPTH / WAVELENGTH
Z_TEST = 40.0
FREQ = np.arange(-20, 21) / CELL
GX, GW = np.polynomial.legendre.leggauss(60)
HX, HW = np.polynomial.hermite.hermgauss(9)
ON_AXIS = (np.array([0.0]), np.array([0.0]))
grid = np.arange(-5, 6) / 5.0
gx, gy = np.meshgrid(grid, grid)
inside = gx**2 + gy**2 <= 1.0001
SIGMA = 0.5
DISK = (SIGMA * CUTOFF * gx[inside], SIGMA * CUTOFF * gy[inside])


def bump(x):
    """Gaussian of unit height and the full width at half maximum of the pit."""
    return np.exp(-4 * np.log(2) * (x / PIT_WIDTH)**2)


def lines(trim=0.0, half=SPACE / 2):
    """Openings of the line/space array; only the central one is trimmed."""
    return [(j * PITCH - half - trim * (j == 0), j * PITCH + half + trim * (j == 0))
            for j in range(-PERIODS // 2, PERIODS // 2)]


def spectrum(openings, factor):
    total = np.zeros(len(FREQ), complex)
    for left, right in openings:
        half = (right - left) / 2
        x = (right + left) / 2 + half * GX
        total += np.exp(-2j * np.pi * np.outer(FREQ, x)) @ (half * GW * factor(x))
    return total / CELL


def mask(phase=0.0, trim=0.0, loss=0.0, leak=0.0, edge=0.0):
    """Diffraction orders; leak: absorber field, edge: quadrature edge strength."""
    def factor(x):
        return (1 - loss * bump(x)) * np.exp(1j * phase * bump(x))
    orders = spectrum(lines(trim), factor)
    if leak:
        whole = spectrum(lines(0.0, PITCH / 2), factor)
        orders = (1 - leak) * orders + leak * whole
    if edge:
        ends = np.array(lines(trim)).ravel()
        waves = np.exp(-2j * np.pi * np.outer(FREQ, ends))
        orders = orders + 1j * edge * waves.sum(axis=1) / CELL
    return orders


def fields(orders, x, z, source=ON_AXIS, nonparaxial=False):
    f2 = (FREQ[:, None] + source[0])**2 + source[1]**2
    if nonparaxial:
        defocus = K * z * (np.sqrt(1 - WAVELENGTH**2 * f2) - 1)
    else:
        defocus = -np.pi * WAVELENGTH * z * f2
    pupil = (f2 <= CUTOFF**2) * np.exp(1j * defocus)
    waves = np.exp(2j * np.pi * np.outer(np.atleast_1d(x), FREQ))
    return waves @ (orders[:, None] * pupil)


def image(orders, x, z, blur=0.0, **optics):
    x = np.atleast_1d(x)
    if blur:
        return sum(w * image(orders, x + np.sqrt(2) * blur * h, z, **optics)
                   for h, w in zip(HX, HW)) / np.sqrt(np.pi)
    return np.mean(np.abs(fields(orders, x, z, **optics))**2, axis=1)


def crossing(intensity, level, side):
    """First point outward from the centre where the intensity falls to the level.
    Scan points avoid the nominal edge, where the sign would be pure rounding."""
    x = side * (0.5 + np.arange(32))
    below = np.nonzero(intensity(x) < level)[0]
    assert len(below) and below[0] > 0, "space does not print"
    i = below[0]
    return brentq(lambda s: intensity(s)[0] - level, x[i - 1], x[i])


def width_of(intensity, level):
    return crossing(intensity, level, 1) - crossing(intensity, level, -1)


def cd_error(trim, z, phase=PHASE, loss=0.0, system=None, optics=None):
    """Printed width minus that of the clean mask at the same focus."""
    system, optics = system or {}, optics or {}
    clean = mask(**system)
    level = image(clean, SPACE / 2, 0.0, **optics)[0]
    bad = mask(phase, trim, loss, **system)
    return (width_of(lambda x: image(bad, x, z, **optics), level)
            - width_of(lambda x: image(clean, x, z, **optics), level))


def repair(error, z=0.0):
    return brentq(lambda t: error(t, z), -3.0, 4.0, xtol=1e-10)


def swing(error, trim):
    return (error(trim, Z_TEST) - error(trim, -Z_TEST)) / 2


def summary(error):
    trim = repair(error)
    return error(0.0, 0.0), trim, swing(error, 0.0), swing(error, trim)


# --- exact focus symmetry, on an irregular pattern without mirror symmetry
pattern = [(-230, -190), (-141, -120), (-60, -17), (-9, 25), (70, 81), (140, 203)]
plus = spectrum(pattern, lambda x: np.exp(1j * PHASE * bump(x)))
minus = spectrum(pattern, lambda x: np.exp(-1j * PHASE * bump(x)))
real_mask = spectrum(pattern, lambda x: np.ones_like(x))
xs = np.linspace(-100, 100, 81)
for src in (ON_AXIS, DISK):
    a = image(plus, xs, Z_TEST, source=src)
    assert np.max(abs(a - image(minus, xs, -Z_TEST, source=src))) < 1e-11
    assert np.max(abs(a - image(plus, xs, -Z_TEST, source=src))) > 1e-3
    b = image(real_mask, xs, Z_TEST, source=src)
    assert np.max(abs(b - image(real_mask, xs, -Z_TEST, source=src))) < 1e-11
TILTED = (np.array([0.3 * CUTOFF]), np.array([0.0]))
tilt_gap = np.max(abs(image(real_mask, xs, Z_TEST, source=TILTED)
                      - image(real_mask, xs, -Z_TEST, source=TILTED)))
assert tilt_gap > 1e-3  # the symmetric source is a needed condition


# --- linear response: odd part from the phase, none from the trim
def odd_part(orders):
    return (image(orders, xs, Z_TEST) - image(orders, xs, -Z_TEST)) / 2


small = 0.01
source_term = spectrum(lines(), lambda x: small * bump(x))
e_clean = fields(mask(), xs, Z_TEST)[:, 0]
linear = 2 * np.real(np.conj(e_clean) * 1j * fields(source_term, xs, Z_TEST)[:, 0])
assert np.max(abs(odd_part(mask(small)) - linear)) < 1e-3 * np.max(abs(linear))


def cross_term(scale):
    return np.linalg.norm(odd_part(mask(0.1 * scale, 0.4 * scale))
                          - odd_part(mask(0.1 * scale)))


cross_ratio = cross_term(1.0) / cross_term(0.5)
assert abs(cross_ratio - 4) < 0.3  # trim acts on the odd part as trim * phase

# --- in-phase and quadrature image fields by real-space convolution
N_PASS = int(np.floor(CELL * CUTOFF))


def kernel(d):
    return (np.sin((2 * N_PASS + 1) * np.pi * d / CELL)
            / (CELL * np.sin(np.pi * d / CELL)))


def quadratures(x, trim):
    u = v = 0.0
    for left, right in lines(trim):
        half = (right - left) / 2
        s = (right + left) / 2 + half * GX
        weight = half * GW * kernel(x - s)
        u += np.sum(weight * np.cos(PHASE * bump(s)))
        v += np.sum(weight * np.sin(PHASE * bump(s)))
    return np.array([u, v])


trim0 = repair(cd_error, 0.0)
trim40 = repair(cd_error, Z_TEST)
LEVEL = image(mask(), SPACE / 2, 0.0)[0]
edge_rows = []
for trim in (0.0, trim0):
    m = mask(PHASE, trim)
    xe = crossing(lambda x: image(m, x, 0.0), LEVEL, 1)
    h = 0.05
    mid = quadratures(xe, trim)
    curv = (quadratures(xe + h, trim) - 2 * mid + quadratures(xe - h, trim)) / h**2
    slope_z = (mid[1] * curv[0] - mid[0] * curv[1]) / K
    numeric_z = (image(m, xe, 0.1)[0] - image(m, xe, -0.1)[0]) / 0.2
    assert abs(slope_z - numeric_z) < 1e-3 * abs(numeric_z)
    slope_x = (image(m, xe + 0.01, 0)[0] - image(m, xe - 0.01, 0)[0]) / 0.02
    cd_slope = -2 * slope_z / slope_x
    cd_numeric = cd_error(trim, 0.5) - cd_error(trim, -0.5)
    assert abs(cd_slope - cd_numeric) < 3e-3 * abs(cd_numeric)
    edge_rows.append((xe, *mid, *curv, slope_z, slope_x, cd_slope,
                      quadratures(0.0, trim)[1]))

# --- repair at one focus, error at the others
base = summary(cd_error)
assert abs(cd_error(trim0, 0.0)) < 1e-6 and abs(cd_error(trim40, Z_TEST)) < 1e-6
assert abs(base[3]) > 0.5 * abs(base[2])
assert abs(cd_error(trim40, -Z_TEST)) > abs(cd_error(0.0, -Z_TEST))

# --- scaling with pit depth
depth_rows = []
for depth in (0.25, 0.5, 1.0):
    ph = 4 * np.pi * depth / WAVELENGTH
    depth_rows.append((depth, *summary(lambda t, z: cd_error(t, z, phase=ph))))
quad_ratio = depth_rows[1][1] / depth_rows[0][1]
lin_ratio = depth_rows[1][3] / depth_rows[0][3]
assert abs(quad_ratio - 4) < 0.5 and abs(lin_ratio - 2) < 0.3
assert abs(depth_rows[0][4] / depth_rows[0][3] - 1) < 0.05

# --- amplitude defect with the same error at focus
loss_eq = brentq(lambda q: cd_error(0, 0, phase=0.0, loss=q) - base[0], 0.0, 0.6)


def amplitude_error(t, z):
    return cd_error(t, z, phase=0.0, loss=loss_eq)


amp = summary(amplitude_error)
amp_rest = amplitude_error(amp[1], Z_TEST)
assert abs(amp[2]) < 1e-7 and abs(amp[3]) < 1e-7

# --- pit hidden below the middle of an absorber line
covered = spectrum(lines(), lambda x: np.exp(1j * PHASE * bump(x - PITCH / 2)))
covered_change = np.max(abs(image(covered, xs, Z_TEST) - image(mask(), xs, Z_TEST)))
open_change = np.max(abs(image(mask(PHASE), xs, Z_TEST) - image(mask(), xs, Z_TEST)))
assert covered_change < 0.01 * open_change


# --- best transmission pattern between 0 and 1, by linear programming
def best_pattern(phase):
    pixel = np.arange(-CELL / 2 + 1, CELL / 2, 2.0)
    clear = (abs((pixel + PITCH / 2) % PITCH - PITCH / 2) < SPACE / 2).astype(float)
    points = np.arange(-CELL / 2, CELL / 2, 8.0)
    spread = 2.0 * kernel(points[:, None] - pixel)
    real = spread * np.cos(phase * bump(pixel))
    imag = spread * np.sin(phase * bump(pixel))
    goal, zero = spread @ clear, np.zeros(len(points))
    rows = np.vstack([real, -real, imag, -imag])
    rows = np.hstack([rows, -np.ones((len(rows), 1))])
    cost = np.append(np.zeros(len(pixel)), 1.0)
    result = linprog(cost, A_ub=rows, b_ub=np.concatenate([goal, -goal, zero, zero]),
                     bounds=[(0, 1)] * len(pixel) + [(0, None)], method="highs")
    assert result.status == 0
    start = max(np.max(abs(real @ clear - goal)), np.max(abs(imag @ clear)))
    return result.fun, start


assert best_pattern(0.0)[0] < 1e-6
lp_best, lp_start = best_pattern(PHASE)
assert lp_best > 0.1 * lp_start

# --- round pit with a trim of finite length, width taken across its centre
TRIM_LENGTH, CELL_Y = 32.0, 256.0
FY = np.arange(-6, 7) / CELL_Y


def round_orders(trim):
    y = np.arange(-CELL_Y / 2, CELL_Y / 2, 2.0)
    x = SPACE / 2 * GX
    pit = np.exp(1j * PHASE * np.outer(bump(x), bump(y))) - 1
    left = np.exp(-2j * np.pi * np.outer(FREQ, x)) * (SPACE / 2 * GW)
    orders = left @ pit @ np.exp(-2j * np.pi * np.outer(y, FY)) * 2 / (CELL * CELL_Y)
    orders[:, 6] += mask()
    strip = mask(0.0, trim) - mask()
    return orders + np.outer(strip, TRIM_LENGTH / CELL_Y * np.sinc(FY * TRIM_LENGTH))


def round_error(trim, z):
    f2 = FREQ[:, None]**2 + FY**2
    pupil = (f2 <= CUTOFF**2) * np.exp(-1j * np.pi * WAVELENGTH * z * f2)
    cut = (round_orders(trim) * pupil).sum(axis=1)

    def intensity(x):
        waves = np.exp(2j * np.pi * np.outer(np.atleast_1d(x), FREQ))
        return np.abs(waves @ cut)**2
    clean = mask()
    return width_of(intensity, LEVEL) - width_of(lambda x: image(clean, x, z), LEVEL)


# --- size of the neglected effects
LEAK_R, EDGE, BLUR, LOSS = 0.02, 1.0, 4.0, 0.10
leak_field = 1j * np.sqrt(LEAK_R)
models = [
    ("reference model", {}),
    (f"disk source sigma {SIGMA}", dict(optics=dict(source=DISK))),
    ("nonparaxial defocus", dict(optics=dict(nonparaxial=True))),
    (f"resist blur {BLUR:.0f} nm rms", dict(optics=dict(blur=BLUR))),
    (f"absorber leak {100*LEAK_R:.0f} % at 90 deg", dict(system=dict(leak=leak_field))),
    (f"edge quadrature {EDGE:.0f} nm", dict(system=dict(edge=EDGE))),
    (f"amplitude loss {100*LOSS:.0f} % at pit", dict(loss=LOSS)),
]
model_rows = [(name, *summary(lambda t, z: cd_error(t, z, **opt)))
              for name, opt in models]
model_rows.append((f"round pit, trim {TRIM_LENGTH:.0f} nm long", *summary(round_error)))

print(f"wavelength {WAVELENGTH} nm, NA {NA}, reduction {REDUCTION:.0f}")
print(f"pitch {PITCH:.0f} nm, clean space {SPACE:.0f} nm, supercell {CELL:.0f} nm")
print(f"pit depth {PIT_DEPTH} nm, FWHM {PIT_WIDTH_MASK:.0f} nm mask scale, "
      f"{PIT_WIDTH:.0f} nm wafer scale")
print(f"pit peak phase {PHASE:.4f} rad; half depth of focus "
      f"{WAVELENGTH/(2*NA**2):.1f} nm")
print(f"print threshold {LEVEL:.4f} of open-field intensity")
print(f"trim per side for z=0: {trim0:.3f} nm wafer, {REDUCTION*trim0:.2f} nm mask")
print(f"trim per side for z=+{Z_TEST:.0f} nm: {trim40:.3f} nm wafer, "
      f"{REDUCTION*trim40:.2f} nm mask")
print("width error (nm): z (nm) | untrimmed | repaired at 0 | repaired at +40")
for z in (-40.0, -20.0, 0.0, 20.0, 40.0):
    vals = [cd_error(t, z) + 0.0 for t in (0.0, trim0, trim40)]
    print(f"  {z:5.0f} | " + " | ".join(f"{round(v, 3) + 0.0:7.3f}" for v in vals))
for name, r in zip(("untrimmed", "repaired at 0"), edge_rows):
    print(f"{name}: right edge {r[0]:.3f} nm, U {r[1]:.4f}, V {r[2]:.4f}, "
          f"V at centre {r[8]:.4f}")
    print(f"  U'' {r[3]:.3e}, V'' {r[4]:.3e} nm^-2; dI/dz {r[5]:.3e}, "
          f"dI/dx {r[6]:.4f} nm^-1")
    print(f"  width slope dCD/dz {r[7]:.5f} nm per nm")
print(f"swing = half the width-error difference between z=+{Z_TEST:.0f} and "
      f"-{Z_TEST:.0f} nm")
print("depth (nm) | focus error | trim/side | swing before | swing after (nm)")
for r in depth_rows:
    print(f"  {r[0]:.2f} | {r[1]:.4f} | {r[2]:.4f} | {r[3]:.4f} | {r[4]:.4f}")
print(f"depth 0.25 to 0.5 nm: focus error x {quad_ratio:.3f}, swing x {lin_ratio:.3f}")
print(f"trim-phase cross term when both are doubled: x {cross_ratio:.3f}")
print(f"amplitude defect of equal focus error: peak loss {100*loss_eq:.2f} %")
print(f"  trim/side {amp[1]:.3f} nm, error left at both z=+-{Z_TEST:.0f} nm: "
      f"{amp_rest:.4f} nm")
print(f"largest image change at z=+{Z_TEST:.0f} nm: pit in space {open_change:.4f}, "
      f"pit under absorber {covered_change:.1e}")
print(f"largest field error in U or V: untrimmed {lp_start:.4f}, "
      f"best pattern {lp_best:.4f}")
print("model | focus error | trim/side | swing before | swing after (nm)")
for r in model_rows:
    print(f"  {r[0]} | {r[1]:.3f} | {r[2]:.3f} | {r[3]:.3f} | {r[4]:.3f}")
print("tests ok")
```

Printed output:

```
wavelength 13.5 nm, NA 0.33, reduction 4
pitch 64 nm, clean space 32 nm, supercell 512 nm
pit depth 1.0 nm, FWHM 40 nm mask scale, 10 nm wafer scale
pit peak phase 0.9308 rad; half depth of focus 62.0 nm
print threshold 0.2500 of open-field intensity
trim per side for z=0: 0.643 nm wafer, 2.57 nm mask
trim per side for z=+40 nm: 1.582 nm wafer, 6.33 nm mask
width error (nm): z (nm) | untrimmed | repaired at 0 | repaired at +40
    -40 |   0.039 |   1.037 |   2.572
    -20 |  -0.360 |   0.559 |   1.978
      0 |  -0.840 |   0.000 |   1.287
     20 |  -1.325 |  -0.556 |   0.602
     40 |  -1.767 |  -1.050 |   0.000
untrimmed: right edge 15.580 nm, U 0.4819, V 0.1334, V at centre 0.4136
  U'' -4.711e-04, V'' 5.600e-04 nm^-2; dI/dz -7.148e-04, dI/dx -0.0581 nm^-1
  width slope dCD/dz -0.02461 nm per nm
repaired at 0: right edge 16.000 nm, U 0.4847, V 0.1226, V at centre 0.4136
  U'' -3.906e-04, V'' 6.855e-04 nm^-2; dI/dz -8.168e-04, dI/dx -0.0574 nm^-1
  width slope dCD/dz -0.02844 nm per nm
swing = half the width-error difference between z=+40 and -40 nm
depth (nm) | focus error | trim/side | swing before | swing after (nm)
  0.25 | -0.0500 | 0.0399 | -0.2398 | -0.2418
  0.50 | -0.2018 | 0.1599 | -0.4742 | -0.4909
  1.00 | -0.8401 | 0.6432 | -0.9029 | -1.0435
depth 0.25 to 0.5 nm: focus error x 4.039, swing x 1.978
trim-phase cross term when both are doubled: x 4.028
amplitude defect of equal focus error: peak loss 16.88 %
  trim/side 0.615 nm, error left at both z=+-40 nm: -0.1751 nm
largest image change at z=+40 nm: pit in space 0.0671, pit under absorber 1.3e-05
largest field error in U or V: untrimmed 0.4136, best pattern 0.1739
model | focus error | trim/side | swing before | swing after (nm)
  reference model | -0.840 | 0.643 | -0.903 | -1.044
  disk source sigma 0.5 | -0.934 | 0.579 | -0.534 | -0.683
  nonparaxial defocus | -0.840 | 0.643 | -0.926 | -1.069
  resist blur 4 nm rms | -1.138 | 0.862 | -0.629 | -0.795
  absorber leak 2 % at 90 deg | -0.232 | 0.190 | -1.052 | -1.078
  edge quadrature 1 nm | -0.559 | 0.439 | -0.947 | -1.020
  amplitude loss 10 % at pit | -1.344 | 0.974 | -0.837 | -1.049
  round pit, trim 32 nm long | -0.412 | 0.325 | 0.835 | 0.804
tests ok
```
